# Interface segregation from the McLean isotherm: occupation, sensitivity and limits

## Problem

Impurity atoms in a crystal replace host atoms, either in the interior of the grains or at an interface. When an interior impurity changes places with an interface host atom, the energy $E>0$ is released. Let $c$ be the fraction of interior sites occupied by impurities once equilibrium is reached, and $x$ the occupied fraction of interface sites. Each site holds at most one impurity. At first, all interface sites are taken as equal, the impurities do not interact, and no entropy other than that of mixing changes in the exchange.

**(a)** Derive the McLean isotherm, which relates $x$ to $c$, $E$ and the temperature $T$.

**(b)** Show that $c=10^{-4}$ and $E=0.5$ eV give an occupation of about 3 percent at 1000 K.

**(c)** Examine the limits of the isotherm and its sensitivity to $E$ and $T$.

**(d)** Apply the result to phosphorus at the grain boundaries of polysilicon, with cubic grains of edge $d=100$ nm and lattice constant $a=0.543$ nm. What changes if $10^{-4}$ is the total impurity content? Can lattice diffusion establish the equilibrium in an hour? Take the diffusivity as $D=D_0e^{-Q/kT}$ with $D_0=4$ cm$^2$/s and $Q=3.7$ eV.

**(e)** Phosphorus is a donor. Estimate the effect of its charge, with an intrinsic carrier density $n_i=10^{18}$ cm$^{-3}$ at 1000 K and a relative permittivity of 11.7.

**(f)** Estimate the effects of unequal sites, of attraction between segregated atoms and of excess entropy.

The material parameters, including the binding energy, are rough typical values. Energies are in eV and lengths in nm or cm, as is customary for semiconductor films.

## Solution

### (a) The isotherm from counting

Let there be $N_s$ interface sites, $N_b$ interior sites and $M$ impurities, of which $m$ sit at the interface. The impurities can be arranged in $\binom{N_s}{m}\binom{N_b}{M-m}$ ways. Compared with the state in which all are in the interior, the energy is lower by $mE$. The statistical weight of a given $m$ is therefore

$$W(m)=\binom{N_s}{m}\binom{N_b}{M-m}e^{mE/kT}.$$

The sign in the exponent is positive because $E$ is energy released.

To find the most probable $m$, compare successive weights. From the factorials,

$$\frac{\binom{N_s}{m+1}}{\binom{N_s}{m}}=\frac{N_s-m}{m+1},\qquad
\frac{\binom{N_b}{M-m-1}}{\binom{N_b}{M-m}}=\frac{M-m}{N_b-M+m+1}.$$

Hence

$$\frac{W(m+1)}{W(m)}=\frac{N_s-m}{m+1}\,\frac{M-m}{N_b-M+m+1}\,e^{E/kT}.$$

As $m$ grows, both numerators fall and both denominators rise. The ratio thus decreases steadily, and $W$ has a single peak where the ratio passes through 1. For large numbers the added ones can be dropped. With $x=m/N_s$ and $c=(M-m)/N_b$, the condition becomes

$$\frac{1-x}{x}\,\frac{c}{1-c}\,e^{E/kT}=1,$$

or

$$\boxed{\frac{x}{1-x}=\frac{c}{1-c}\,e^{E/kT}}$$

The peak is narrow. Differentiating the logarithm of the ratio with respect to $m$ gives

$$-\left[\frac1m+\frac1{N_s-m}+\frac1{M-m}+\frac1{N_b-M+m}\right].$$

In the Gaussian approximation the variance of $m$ is the inverse of the bracket, so it is smaller than $m$. The relative width is then below $1/\sqrt m$, and for a large interface the mean and the most probable occupation coincide.

Call the right-hand side of the isotherm $q$. Then $x=q(1-x)$, so $x(1+q)=q$ and

$$x=\frac{q}{1+q},\qquad q=\frac{c}{1-c}\,e^{E/kT}.$$

The denominator $1+q$ comes from site exclusion: an occupied interface site cannot accept a second impurity.

### (b) The number

At 1000 K, $kT=0.08617$ eV. Therefore

$$\frac{E}{kT}=\frac{0.5}{0.08617}=5.802,\qquad e^{E/kT}=331.0,$$

$$q=\frac{10^{-4}}{0.9999}\times331.0=0.0331,\qquad
x=\frac{0.0331}{1.0331}=0.032.$$

**About 3 percent of the interface sites are occupied**, some 320 times the interior fraction. The binding energy is nearly six times $kT$, yet most interface sites stay empty, because the interior offers $1/c=10^4$ sites per impurity, and the mixing entropy gained by staying there, about $k\ln10^4=9.2k$, outweighs $E/T=5.8k$.

The isotherm can be compared with the average of $m$ over all arrangements, weighted with $W(m)$. For 20,000 interface sites, $2\times10^8$ interior sites and 20,640 impurities, this sum gives $x=3.205$ percent at an interior fraction of $9.9995\times10^{-5}$. The isotherm at that interior fraction agrees to better than one part in a thousand.

### (c) Limits and sensitivity

If $E=0$, the isotherm gives $x=c$: the interface is then no different from the interior. The same limit is approached at high temperature. If $q\gg1$, then $x\to1$ and the interface is full. Half occupation requires $q=1$, that is $e^{E/kT}=(1-c)/c=9999$, far above the present 331.

For $q\ll1$ and $c\ll1$ the isotherm reduces to $x\simeq c\,e^{E/kT}$. Here this gives 3.31 percent instead of 3.20 percent, an overestimate by the factor $1+q$, apart from the negligible difference between $c$ and $c/(1-c)$. At an interior fraction of $0.0100$ the dilute formula would give 331 percent, which is impossible. The sum over arrangements gives 77 percent there, and so does the full isotherm, with $q=3.34$ and $x=3.34/4.34$.

For the sensitivity, take the logarithm of the isotherm and differentiate at fixed $c$. Since $d\ln[x/(1-x)]=dx/[x(1-x)]$,

$$\frac{dx}{x}=(1-x)\,d\!\left(\frac{E}{kT}\right)
=(1-x)\left[\frac{dE}{kT}-\frac{E}{kT}\frac{dT}{T}\right].$$

A change of 0.1 eV in $E$ is more than one $kT$, so the full formula is needed rather than the derivative. At fixed $c$ and $T$, $E=0.4$ eV gives 1.0 percent and $E=0.6$ eV gives 9.6 percent. An uncertainty of 0.1 eV in a computed binding energy thus makes the occupation uncertain by a factor of about three either way.

At fixed $c$ and $E$, the occupation is 5.9 percent at 900 K and 1.9 percent at 1100 K. Cooling favours segregation at equilibrium, though it also slows the diffusion that must bring equilibrium about.

### (d) A polysilicon film: supply and time

**Atoms per area.** The cubic cell of silicon holds eight atoms, so the interior site density is $8/a^3=5.00\times10^{22}$ cm$^{-3}$. The donor density at $c=10^{-4}$ is $N=5.00\times10^{18}$ cm$^{-3}$. Let each boundary offer one layer of sites with the density of a (001) plane, $\sigma=2/a^2=6.78\times10^{14}$ cm$^{-2}$. This is a convention, since a real boundary has no unique number of sites. The segregated density is then

$$\Gamma=\sigma x=6.78\times10^{14}\times0.0320=2.17\times10^{13}\ \mathrm{cm^{-2}}.$$

**Depletion of the grains.** A cube has six faces of area $d^2$, each shared with a neighbour. The boundary area per volume is $3d^2/d^3=3/d$, and the number of boundary sites per interior site is

$$r=\frac{3\sigma}{d}\,\frac{a^3}{8}
=\frac{3\times6.78\times10^{14}}{10^{-5}\times5.00\times10^{22}}=0.00407.$$

At $x=0.0320$ the boundaries hold $rx=1.30\times10^{-4}$ impurities per interior site. That is more than the interior holds. In part (b), $10^{-4}$ must therefore be the fraction left in the grains, and the film must contain $2.30\times10^{-4}$ in all.

Suppose instead that the total content, counted per interior site, is $c_{\rm tot}=10^{-4}$. Conservation gives $c=c_{\rm tot}-rx$. With $K=e^{E/kT}$, the isotherm $x(1-c)=Kc(1-x)$ becomes

$$x(1-c_{\rm tot}+rx)=K(c_{\rm tot}-rx)(1-x).$$

Multiplying out both sides and collecting powers of $x$,

$$r(K-1)x^2-\left[K(c_{\rm tot}+r)+1-c_{\rm tot}\right]x+Kc_{\rm tot}=0.$$

The left side is positive at $x=0$. At $x=c_{\rm tot}/r$, where the grains would be empty, it equals $-c_{\rm tot}/r<0$. The coefficient of $x^2$ is positive, so the smaller root lies between these points and the larger one would require a negative $c$. The smaller root is the physical one. The coefficients are 1.34, 2.38 and 0.0331, so

$$x=\frac{2\times0.0331}{2.38+\sqrt{2.38^2-4\times1.34\times0.0331}}=0.014.$$

The occupation falls to 1.4 percent and the interior fraction to $4.3\times10^{-5}$. In larger grains $r$ is smaller and the correction shrinks; it is small when $rK\ll1$, whereas here $rK=1.35$.

**Time.** Consider an upper limit to the supply: a flat boundary that absorbs every donor reaching it, fed by a half-space of initial density $N$. The density at distance $z$ after time $\tau$ is $N\,\mathrm{erf}(s)$ with $s=z/(2\sqrt{D\tau})$. It vanishes at $z=0$, starts from $N$, and satisfies the diffusion equation because both $\partial/\partial\tau$ and $D\,\partial^2/\partial z^2$ applied to it give $-N s\,e^{-s^2}/(\sqrt\pi\,\tau)$. The flux into the boundary is

$$D\left.\frac{\partial}{\partial z}N\,\mathrm{erf}(s)\right|_{z=0}
=D N\,\frac{2}{\sqrt\pi}\,\frac{1}{2\sqrt{D\tau}}=N\sqrt{\frac{D}{\pi\tau}}.$$

Integrating over time gives $2N\sqrt{D\tau/\pi}$, and two sides supply $4N\sqrt{D\tau/\pi}$. Setting this equal to $\Gamma$ and solving for the time,

$$\tau_{\min}=\frac{\pi}{D}\left(\frac{\Gamma}{4N}\right)^2.$$

With $Q/kT=42.9$ the diffusivity is $D=9.0\times10^{-19}$ cm$^2$/s, and $\Gamma/4N=1.09\times10^{-6}$ cm. The result is $\tau_{\min}=4.1\times10^6$ s, or 48 days. A real boundary also releases atoms and a finite grain runs low, so within this diffusion model the filling takes longer.

This time refers to grains that start at $N$ and are large enough to supply $\Gamma$. The 100 nm grains are not: starting at $N$, they hold only $Nd/3=1.67\times10^{13}$ donors per cm$^2$ of boundary. To end at $c=10^{-4}$, they must start at $2.30\times10^{-4}$. Their supply is 2.3 times larger, and the lower bound is $2.3^2=5.3$ times shorter, about 9 days. An hour is too short in either case. Since the uptake grows as $\sqrt\tau$, one hour supplies at most $\sqrt{3600/(4.1\times10^6)}=0.03$ of the required atoms in the first case, which corresponds to an occupation near 0.1 percent, and about 0.2 percent in the second. The assumed diffusivity is that of lightly doped silicon. When the donors raise the electron density well above the intrinsic one, as here, charged defects and the built-in field can speed up phosphorus. Even a diffusivity ten times larger throughout the grain would only reduce the two lower bounds to about 5 days and 1 day, so an hour would remain too short.

### (e) The charge of the donor

**Neutral at the boundary.** Suppose the donor is ionized in the grain but neutral at the boundary. The exchange then takes one electron from the reservoir at the Fermi level. The higher the Fermi level, the more energy is released, one for one:

$$E(E_F)=E(E_F^{\,0})+(E_F-E_F^{\,0}),$$

where $E_F^{\,0}$ is the Fermi level of undoped material. A quoted binding energy therefore needs a stated Fermi level.

For non-degenerate carriers, the electron density is $n=n_ie^{y}$ and the hole density $p=n_ie^{-y}$, with $y=(E_F-E_F^{\,0})/kT$. Neutrality of the grain, $n-p=N$, gives $2n_i\sinh y=N$, so

$$E_F-E_F^{\,0}=kT\,\mathrm{arsinh}\frac{N}{2n_i}=0.08617\times\mathrm{arsinh}(2.50)=0.142\ \mathrm{eV}.$$

If 0.5 eV holds at the actual Fermi level, part (b) stands. If it was calculated for the undoped level, the binding in the doped grain is 0.642 eV and the occupation rises to about 15 percent. Both statements assume that the neutral donor adds no spin entropy, as when all its electrons are paired. An unpaired electron has two spin states, which doubles $q$ and gives 6.2 and 26 percent instead. The shift of 0.142 eV also takes every donor in the grain as ionized. An isolated donor level 45 meV below the band edge, with two spin states, would be about 8 percent neutral at this density, which lowers the shift to 0.136 eV and the 15 percent to about 13 percent.

The use of non-degenerate statistics is justified here. With $\eta=E_F/kT$ measured from the conduction-band edge, expanding the Fermi function to second order in $e^{\eta}$ and integrating over a parabolic band gives $n/N_c=e^{\eta}-e^{2\eta}/2^{3/2}$. To first order in $n/N_c$, the second term raises the Fermi level at given $n$ by $kT\,n/(2^{3/2}N_c)$, where $N_c$ is the effective density of states of the conduction band. With $n=5.19\times10^{18}$ cm$^{-3}$ and $N_c=1.8\times10^{20}$ cm$^{-3}$ (for a rough density-of-states mass of 1.1 electron masses), this is 0.9 meV.

**Ionized at the boundary.** If the segregated donors keep their positive charge, they repel further donors. Let $\phi$ be the electrostatic potential relative to the grain interior, $u=e\phi/kT$, and $u_0$ its value at the boundary. Mobile donors and holes have densities $Ne^{-u}$ and $pe^{-u}$, electrons $ne^{u}$. Because $N+p=n$, the charge density is

$$\rho=e\left[(N+p)e^{-u}-ne^{u}\right]=-2en\sinh u.$$

With permittivity $\varepsilon$, Poisson's equation $\phi''=-\rho/\varepsilon$ becomes

$$u''=\frac{\sinh u}{L^2},\qquad L=\sqrt{\frac{\varepsilon kT}{2e^2n}}=2.32\ \mathrm{nm}.$$

Multiply by $u'$ and integrate from the interior, where $u=u'=0$:

$$\tfrac12u'^2=\frac{\cosh u-1}{L^2}=\frac{2\sinh^2(u/2)}{L^2},\qquad
u'=-\frac{2}{L}\sinh\frac u2 .$$

The negative sign is chosen because $u$ falls away from the boundary. By Gauss's law the sheet charge $e\Gamma$ equals $2\varepsilon$ times the field on either side, which is $(kT/e)(2/L)\sinh(u_0/2)$. Using $\varepsilon kT/e^2=2nL^2$,

$$\Gamma=\frac{4\varepsilon kT}{e^2L}\sinh\frac{u_0}{2}=8nL\sinh\frac{u_0}{2}.$$

This must equal $\sigma x$, with $x$ taken from the isotherm at the reduced binding $E-kTu_0$. The solution is a repulsion $kTu_0=0.107$ eV and an occupation of 0.94 percent. To confirm it, $u_0=0.107/0.08617=1.24$ gives $8nL\sinh(0.62)=9.6\times10^{12}\times0.66=6.4\times10^{12}$ cm$^{-2}$, and $\sigma x=6.78\times10^{14}\times0.0094$ is the same.

This value is an estimate. A smooth sheet requires the spacing of the charges to be small compared with $L$. The typical spacing $1/\sqrt\Gamma$ is about 4 nm, so this condition is not met and the treatment is crude. With linear screening, discrete charges that can avoid one another give about 1.1 percent where the smooth sheet gives 0.9 percent. The model also leaves out the electrons that real boundaries in n-type polysilicon trap in defect states. Their negative charge offsets the repulsion: $3\times10^{12}$ trapped electrons per cm$^2$ raise the occupation to 1.2 percent, and $10^{13}$ raise it to 1.9 percent.

### (f) Unequal sites, attraction and entropy

**Unequal sites.** Let the binding be $E+\delta$, with $\delta$ distributed as a Gaussian of width $s=0.1$ eV about zero. In the dilute limit the occupation is multiplied by the average of $e^{\delta/kT}$. Completing the square,

$$\frac{\delta}{kT}-\frac{\delta^2}{2s^2}=\frac{s^2}{2(kT)^2}-\frac{(\delta-s^2/kT)^2}{2s^2},$$

and the shifted Gaussian integrates to the same value as the original one. The factor is $e^{s^2/2(kT)^2}=1.96$, which would raise 3.3 to 6.5 percent. Averaging the full isotherm gives 5.5 percent. The difference arises from the denominator $1+q$: the strongly binding sites begin to fill. The dilute average is centred at $E+s^2/kT=0.62$ eV, where sites are 11 percent full. About four fifths of the reduction comes from sites bound still more strongly, with the largest contribution near 0.70 eV.

**Attraction.** In mean field, let $m$ segregated atoms release an additional energy $wm^2/(2N_s)$. Adding one atom changes this by $w(2m+1)/(2N_s)\simeq wx$, so the ratio of successive weights contains $E+wx$ in place of $E$. For $w=0.2$ eV the self-consistent occupation is 3.5 percent. The correction is small because $wx$ is only 0.007 eV. Mean field spreads $w$ over many neighbours. If a single partner carries it, as for pairs of sites with weights $1$, $2q$ and $q^2e^{w/kT}$, the occupation is 4.1 percent, and for $w=0.4$ eV it is 12 percent against 3.8 percent in mean field.

**Excess entropy.** If the exchange also raises the entropy by $\Delta S$, for example through softer vibrations, the weight of each segregated atom gains a factor $e^{\Delta S/k}$. One $k$ turns $q=0.0331$ into 0.0900 and $x$ into 8.3 percent; a loss of one $k$ would lower $q$ by the same factor.

### Reading the result for a real film

The 3 percent is an equilibrium value for stated inputs, not a prediction for a particular film. The donor density of $5\times10^{18}$ cm$^{-3}$ is low compared with heavily doped polysilicon gates, which lie near $10^{20}$ cm$^{-3}$, and 1000 K is cool for redistributing phosphorus through silicon. The assumption most strongly broken is equilibrium: in the lattice-diffusion estimate, an hour leaves the occupation at least 15 times below 3.2 percent for the assumed diffusivity, and about 5 times below for a diffusivity ten times larger. Hotter anneals, moving boundaries or diffusion along boundaries could supply atoms faster; they are outside this estimate. Once equilibrium is reached, the corrections above, each taken alone with the other inputs fixed and without spin entropy, span roughly 1 to 15 percent. For the sizes assumed here, the charge state and the Fermi level to which $E$ refers set both ends of that range, so they need to be settled before the last digits of a computed binding energy matter. The range depends on those sizes: an excess entropy of $\pm2k$ alone would span 0.45 to 20 percent. The numerical output lists the main values used here.

## Table of computed values

```
temperature: 1000 K
binding energy E: 0.5 eV
interior fraction c: 0.0001
thermal energy kT: 0.08617 eV
E/kT: 5.8023
Boltzmann factor exp(E/kT): 331.0
dilute estimate c exp(E/kT): 3.310 percent
odds q = x/(1-x): 0.03311
interface occupation x: 3.205 percent
enrichment x/c: 320.5
x by counting arrangements: 3.205 percent
interior fraction in that count: 9.99954e-05
high-occupation test, interior fraction: 9.9980e-03
high-occupation test, counted x: 76.98 percent
high-occupation test, dilute estimate: 331.0 percent
x for E = 0.4 eV: 1.027 percent
x for E = 0.6 eV: 9.556 percent
x at 900 K: 5.934 percent
x at 1100 K: 1.916 percent
lattice constant (rough): 0.543 nm
interior site density: 4.997e+22 cm^-3
boundary site density: 6.783e+14 cm^-2
donor density in grain: 4.997e+18 cm^-3
segregated atoms per area: 2.174e+13 cm^-2
grain edge (rough): 100 nm
boundary sites per interior site r: 0.00407
x if 1e-4 is the total content: 1.401 percent
interior fraction left in that case: 4.293e-05
diffusion prefactor (rough): 4 cm^2/s
diffusion activation energy (rough): 3.7 eV
diffusivity: 9.01e-19 cm^2/s
least filling time: 4.12e+06 s
least filling time in days: 48 days
intrinsic carrier density (rough): 1.0e+18 cm^-3
electron density in grain: 5.189e+18 cm^-3
Fermi level above intrinsic: 0.142 eV
x if E refers to intrinsic level: 14.7 percent
relative permittivity (rough): 11.7
screening length: 2.32 nm
repulsion if segregants ionized: 0.107 eV
x if segregants ionized: 0.94 percent
site-energy spread (rough): 0.1 eV
dilute factor from spread: 1.961
x with site-energy spread: 5.46 percent
attraction at full occupation (rough): 0.2 eV
x with attraction: 3.464 percent
x with excess entropy of one k: 8.26 percent
density-of-states mass (rough): 1.1 electron masses
conduction-band effective density: 1.76e+20 cm^-3
degeneracy shift of Fermi level: 0.90 meV
```
